# Laporte–Platt Degeneracy of Maximum-Spin Terms and the Checking of Coefficient Tables: verification in Python

```python
# Result under test: for equivalent electrons l^N with Slater integrals
# F^k = (2k+1) F^0 (contact interaction), all terms with S = N/2 have zero
# interaction energy; past half filling the maximum-spin terms are degenerate
# at (N-2l-1)(2l+1) F^0. A coefficient row f_k (energy = sum_k f_k F^k)
# with S = N/2 must therefore satisfy sum_k (2k+1) f_k = 0.
# l: orbital quantum number, N: electron number, L: total orbital momentum,
# a: range of a normalized Gaussian interaction, zeta: radial exponent.
from fractions import Fraction
from functools import lru_cache
from itertools import combinations
from math import comb, factorial, pi, sqrt
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.special import eval_legendre, gamma, gammainc, ive, lpmv
from sympy.physics.wigner import wigner_3j

X, WX = np.polynomial.legendre.leggauss(48)
LETTERS = "SPDFGHIKLMNOQ"
SHELL = "spdfg"


def theta(l, m):
    """Polar part of Y_lm, normalized on -1 < cos(theta) < 1."""
    n = abs(m)
    norm = sqrt((2*l + 1) / 2 * factorial(l - n) / factorial(l + n))
    sign = (-1)**n if m < 0 else 1
    return sign * norm * lpmv(n, l, X)


def weights(l):
    return np.array([2*k + 1 for k in range(0, 2*l + 1, 2)])


def three_j_squared(a, b, c):
    return float(wigner_3j(a, b, c, 0, 0, 0)**2)


@lru_cache(None)
def pair_elements(l):
    """Orbital elements <ab|cd> multiplying each F^k, from quadrature."""
    n = 2*l + 1
    result = []
    index = np.arange(n)
    conserve = (index[:, None, None, None] + index[None, :, None, None]
                == index[None, None, :, None] + index[None, None, None, :])
    for k in range(0, 2*l + 1, 2):
        c = np.zeros((n, n))
        for i in range(n):
            for j in range(n):
                if abs(i - j) <= k:
                    c[i, j] = sqrt(2 / (2*k + 1)) * np.sum(
                        WX * theta(l, i - l) * theta(k, i - j) * theta(l, j - l))
        result.append(np.einsum("ca,bd->abcd", c, c) * conserve)
    return np.array(result)


def flip(det, orbital):
    """Create or annihilate one electron, with the fermion sign."""
    below = bin(det & ((1 << orbital) - 1)).count("1")
    return det ^ (1 << orbital), (-1)**below


@lru_cache(None)
def sector(l, n_up, n_down):
    """Interaction matrices for each k, and L^2, at fixed spin projection."""
    n = 2*l + 1
    v = pair_elements(l)
    basis = [sum(1 << i for i in up) + sum(1 << (i + n) for i in down)
             for up in combinations(range(n), n_up)
             for down in combinations(range(n), n_down)]
    place = {det: i for i, det in enumerate(basis)}
    h = np.zeros((l + 1, len(basis), len(basis)))
    raising = np.zeros((len(basis), len(basis)))
    m_total = np.zeros(len(basis))
    for col, det in enumerate(basis):
        occupied = [i for i in range(2*n) if det >> i & 1]
        m_total[col] = sum(i % n - l for i in occupied)
        for i in occupied:
            m = i % n - l
            if m < l and not det >> (i + 1) & 1:
                new = det ^ (1 << i) ^ (1 << (i + 1))
                raising[place[new], col] += sqrt(l*(l + 1) - m*(m + 1))
        for c, d in combinations(occupied, 2):
            d1, s1 = flip(det, c)
            d2, s2 = flip(d1, d)
            empty = [i for i in range(2*n) if not d2 >> i & 1]
            for a, b in combinations(empty, 2):
                if a % n + b % n != c % n + d % n:
                    continue
                direct = a//n == c//n and b//n == d//n
                exchange = a//n == d//n and b//n == c//n
                if not (direct or exchange):
                    continue
                amp = (direct * v[:, a % n, b % n, c % n, d % n]
                       - exchange * v[:, a % n, b % n, d % n, c % n])
                d3, s3 = flip(d2, b)
                d4, s4 = flip(d3, a)
                h[:, place[d4], col] += s1*s2*s3*s4 * amp
    l_squared = raising.T @ raising + np.diag(m_total*(m_total + 1))
    return h, l_squared


def contact_matrix(l, n_up, n_down):
    return np.tensordot(weights(l), sector(l, n_up, n_down)[0], axes=1)


def resolve_L(l_squared):
    values, vectors = np.linalg.eigh(l_squared)
    labels = np.rint((np.sqrt(1 + 4*np.maximum(values, 0)) - 1)/2).astype(int)
    assert np.allclose(values, labels*(labels + 1), atol=1e-8)
    return labels, vectors


def coefficient_rows(l, h, l_squared):
    """Rational f_k for each L, when every L occurs once."""
    labels, vectors = resolve_L(l_squared)
    rows = {}
    for L in sorted(set(labels.tolist())):
        u = vectors[:, labels == L]
        assert u.shape[1] == 2*L + 1
        row = []
        for hk in h:
            block = u.T @ hk @ u
            value = np.trace(block) / (2*L + 1)
            assert np.allclose(block, value*np.eye(2*L + 1), atol=1e-9)
            fraction = Fraction(float(value)).limit_denominator(200000)
            assert abs(float(fraction) - value) < 1e-11
            row.append(fraction)
        rows[L] = row
    return rows


def contact_sum(row):
    return sum((4*i + 1)*f for i, f in enumerate(row))


# The Legendre series with contact weights equals direct angular quadrature.
largest_error = 0.0
for l in range(1, 5):
    n = 2*l + 1
    series = np.tensordot(weights(l), pair_elements(l), axes=1)
    t = np.array([theta(l, m) for m in range(-l, l + 1)])
    direct = 2*np.einsum("ax,bx,cx,dx,x->abcd", t, t, t, t, WX, optimize=True)
    i = np.arange(n)
    conserve = (i[:, None, None, None] + i[None, :, None, None]
                == i[None, None, :, None] + i[None, None, None, :])
    largest_error = max(largest_error, np.abs(series - direct*conserve).max())
assert largest_error < 1e-10
print(f"contact angular identity, l=1..4, largest error: {largest_error:.0e}")

# Coefficient rows, exact contact sums, and weighted means.
print("rows f_0, f_2, ... multiplying F^k (dimensionless); contact sum:")
tables = {}
for l, N in ((2, 2), (2, 3), (3, 2), (3, 3)):
    rows = coefficient_rows(l, *sector(l, N, 0))
    tables[l, N] = rows
    for L, row in rows.items():
        assert contact_sum(row) == 0
        text = ", ".join(str(f) for f in row)
        print(f" {SHELL[l]}^{N} {N+1}{LETTERS[L]}: {text}; sum {contact_sum(row)}")
    count = sum(2*L + 1 for L in rows)
    assert count == comb(2*l + 1, N)
    for i in range(1, l + 1):
        mean = float(sum((2*L + 1)*row[i] for L, row in rows.items())) / count
        formula = -N*(N - 1)/2*(2*l + 1)/(2*l)*three_j_squared(l, 2*i, l)
        assert abs(mean - formula) < 1e-10

# Every S=N/2 matrix vanishes, also where terms repeat.
for l in (1, 2, 3):
    for N in range(2, 2*l + 2):
        assert np.abs(contact_matrix(l, N, 0)).max() < 1e-9
h_g, l2_g = sector(4, 3, 0)
labels, _ = resolve_L(l2_g)
repeated = [L for L in set(labels.tolist()) if np.sum(labels == L) > 2*L + 1]
zero_g = np.abs(contact_matrix(4, 3, 0)).max()
assert repeated and zero_g < 1e-9 and np.abs(h_g[1]).max() > 0.01
print("g^3 repeated quartet terms:", ", ".join(LETTERS[L] for L in repeated))
print(f"g^3 largest contact element: {zero_g:.0e} F^0")

# Two-electron energies, including positive singlets.
for l in (1, 2, 3):
    rows = coefficient_rows(l, *sector(l, 1, 1))
    for L, row in rows.items():
        energy = contact_sum(row)
        formula = (2*l + 1)**2*three_j_squared(l, l, L)
        assert abs(float(energy) - formula) < 1e-9
        assert energy == 0 if L % 2 else energy > 0
    if l > 1:
        print(f"{SHELL[l]}^2 singlet contact energies (F^0):", ", ".join(
            f"{LETTERS[L]} {contact_sum(r)}" for L, r in rows.items() if L % 2 == 0))

# Zero energy occurs only for S=N/2: count null states in mixed-spin sectors.
for l, up, down in ((2, 2, 1), (2, 2, 2), (2, 3, 2), (3, 2, 1)):
    energies = np.linalg.eigvalsh(contact_matrix(l, up, down))
    assert energies.min() > -1e-9
    null = int(np.sum(energies < 1e-8))
    assert null == comb(2*l + 1, up + down)
    print(f"{SHELL[l]}^{up+down}, {up} up {down} down: {len(energies)} states, "
          f"{null} at zero, next {energies[null]:.4f} F^0")

# More than half filling.
for l, N in ((2, 6), (2, 7), (2, 8), (2, 9), (2, 10), (3, 8), (3, 11), (3, 12)):
    matrix = contact_matrix(l, 2*l + 1, N - 2*l - 1)
    expected = (N - 2*l - 1)*(2*l + 1)
    assert np.allclose(matrix, expected*np.eye(len(matrix)), atol=1e-8)
    if (l, N) in ((2, 7), (2, 8), (3, 12)):
        print(f"{SHELL[l]}^{N} maximum-spin contact energy: {matrix[0, 0]:.4f} F^0")

# Configuration average over all spin sectors.
for l, N in ((2, 2), (2, 3), (3, 2)):
    matrices = [contact_matrix(l, up, N - up) for up in range(N + 1)]
    average = sum(np.trace(m) for m in matrices) / sum(len(m) for m in matrices)
    assert abs(average - N*(N - 1)/2*(2*l + 1)/(4*l + 1)) < 1e-9
    print(f"{SHELL[l]}^{N} configuration average at contact: {average:.6f} F^0")

# Faults in a d^2 table, including errors hidden from one or both checks.
d2 = tables[2, 2]


def d2_means(rows):
    return [sum((2*L + 1)*rows[L][i] for L in (1, 3))/10 for i in (1, 2)]


sign_error = [d2[1][0], d2[1][1], -d2[1][2]]
assert contact_sum(sign_error) != 0
print("d^2 3P with sign of f_4 reversed, contact sum:", contact_sum(sign_error))
step = Fraction(1, 441)
shift = [0, 9*step, -5*step]
hidden_once = {1: d2[1], 3: [x + y for x, y in zip(d2[3], shift)]}
assert contact_sum(hidden_once[3]) == 0 and d2_means(hidden_once) != d2_means(d2)
hidden_twice = {1: [x - 7*y for x, y in zip(d2[1], shift)],
                3: [x + 3*y for x, y in zip(d2[3], shift)]}
assert hidden_twice != d2 and d2_means(hidden_twice) == d2_means(d2)
assert all(contact_sum(row) == 0 for row in hidden_twice.values())
print("correct d^2 triplet means f_2, f_4:", *map(str, d2_means(d2)))
print("3F wrong row hidden from contact test:", *map(str, hidden_once[3]))
print(" its table means f_2, f_4:", *map(str, d2_means(hidden_once)))
print("rows hidden from both tests, 3F:", *map(str, hidden_twice[3]))
print("rows hidden from both tests, 3P:", *map(str, hidden_twice[1]))
conditions = np.array([[5, 9, 0, 0], [0, 0, 5, 9], [7, 0, 3, 0], [0, 7, 0, 3]])
free_errors = 4 - np.linalg.matrix_rank(conditions)
assert free_errors == 1
print("d^2 error directions left by both tests:", free_errors)

# Radial model: R proportional to r^2 exp(-zeta r).
zeta = 3.0
node, weight = np.polynomial.legendre.leggauss(240)
r, wr = 6*(node + 1), 6*weight
u_node, u_weight = np.polynomial.legendre.leggauss(80)
u, wu = 7*u_node, 7*u_weight


def density(x):
    return (2*zeta)**7/factorial(6)*x**6*np.exp(-2*zeta*x)


def gaussian_component(k, a, r1, r2):
    z = 2*r1*r2/a**2
    return ((2*k + 1)*(pi*a*a)**-1.5*np.exp(-((r1 - r2)/a)**2)
            * np.sqrt(pi/(2*z))*ive(k + 0.5, z))


def gaussian_slater(k, a):
    r1 = r[:, None]
    r2 = np.maximum(r1 + a*u[None, :], 1e-9)
    # Points clipped at the origin carry negligible density.
    values = density(r1)*density(r2)*gaussian_component(k, a, r1, r2)
    return a*np.einsum("i,j,ij->", wr, wu, values)


for k in (0, 2, 4):
    r1, r2, a = 1.0, 1.2, 0.5
    potential = (pi*a*a)**-1.5*np.exp(-(r1*r1 + r2*r2 - 2*r1*r2*X)/a**2)
    projected = (2*k + 1)/2*np.sum(WX*potential*eval_legendre(k, X))
    assert abs(projected - gaussian_component(k, a, r1, r2)) < 1e-10

contact_F0 = np.sum(wr*density(r)**2/r**2)/(4*pi)
inverse_square = (np.sum(wr*density(r)**2/r**4)
                  / np.sum(wr*density(r)**2/r**2))
small = 0.02
small_F = [gaussian_slater(k, small) for k in (0, 2, 4)]
assert abs(small_F[0]/contact_F0 - 1) < 0.002
for i, k in ((1, 2), (2, 4)):
    slope = (1 - small_F[i]/((2*k + 1)*small_F[0]))/small**2
    # The remaining relative error is of order range squared.
    assert abs(slope/(k*(k + 1)*inverse_square/4) - 1) < 0.02
print(f"model exponent zeta: {zeta:.1f} bohr^-1")
print(f"contact-weighted mean r^-2: {inverse_square:.4f} bohr^-2")
previous = None
for a in (0.2, 0.1, 0.05, 0.02):
    F = np.array([gaussian_slater(k, a) for k in (0, 2, 4)])
    energies = [float(np.dot([float(x) for x in d2[L]], F)/F[0]) for L in (3, 1)]
    assert min(energies) > 0
    if previous:
        assert all(x < y for x, y in zip(energies, previous))
    previous = energies
    print(f"range {a:.2f} bohr: F2/F0 {F[1]/F[0]:.4f}, F4/F0 {F[2]/F[0]:.4f}, "
          f"3F {energies[0]:.5f}, 3P {energies[1]:.5f} F^0")

# Coulomb integrals by two different reductions of the double integral.
hartree_ev = physical_constants["Hartree energy in eV"][0]
coulomb = []
for k in (0, 2, 4):
    inner = ((2*zeta)**7/factorial(6)*gamma(k + 7)/(2*zeta)**(k + 7)
             * gammainc(k + 7, 2*zeta*r))
    value = 2*np.sum(wr*density(r)*r**(-k - 1)*inner)
    ratio_integral = quad(lambda t: t**(k + 6)/(1 + t)**13, 0, 1,
                          epsabs=1e-14, epsrel=1e-11)[0]
    check = 4*zeta*factorial(12)/factorial(6)**2*ratio_integral
    assert abs(value/check - 1) < 1e-8
    coulomb.append(value*hartree_ev)
assert coulomb[0] > coulomb[1] > coulomb[2] > 0
print("Coulomb F^0, F^2, F^4 (eV):", ", ".join(f"{x:.4f}" for x in coulomb))
e_F, e_P = [sum(float(c)*F for c, F in zip(d2[L], coulomb)) for L in (3, 1)]
assert 0 < e_F < e_P
print(f"Coulomb d^2 energies: 3F {e_F:.4f} eV, 3P {e_P:.4f} eV")
print(f"Coulomb 3P - 3F splitting: {e_P - e_F:.4f} eV")
print("no test failed")
```

It prints:

```
contact angular identity, l=1..4, largest error: 3e-13
rows f_0, f_2, ... multiplying F^k (dimensionless); contact sum:
 d^2 3P: 1, 1/7, -4/21; sum 0
 d^2 3F: 1, -8/49, -1/49; sum 0
 d^3 4P: 3, 0, -1/3; sum 0
 d^3 4F: 3, -15/49, -8/49; sum 0
 f^2 3P: 1, 1/5, 1/33, -25/143; sum 0
 f^2 3F: 1, -2/45, -1/33, -50/1287; sum 0
 f^2 3H: 1, -1/9, -17/363, -25/14157; sum 0
 f^3 4S: 3, -2/15, -1/11, -50/429; sum 0
 f^3 4D: 3, 1/9, -1/33, -25/99; sum 0
 f^3 4F: 3, -2/15, -1/11, -50/429; sum 0
 f^3 4G: 3, -2/45, -25/363, -2350/14157; sum 0
 f^3 4I: 3, -13/45, -47/363, -425/14157; sum 0
g^3 repeated quartet terms: F
g^3 largest contact element: 2e-15 F^0
d^2 singlet contact energies (F^0): S 5, D 10/7, G 10/7
f^2 singlet contact energies (F^0): S 7, D 28/15, G 14/11, I 700/429
d^3, 2 up 1 down: 50 states, 10 at zero, next 2.1429 F^0
d^4, 2 up 2 down: 100 states, 5 at zero, next 2.8571 F^0
d^5, 3 up 2 down: 100 states, 1 at zero, next 3.5714 F^0
f^3, 2 up 1 down: 147 states, 35 at zero, next 1.9091 F^0
d^7 maximum-spin contact energy: 10.0000 F^0
d^8 maximum-spin contact energy: 15.0000 F^0
f^12 maximum-spin contact energy: 35.0000 F^0
d^2 configuration average at contact: 0.555556 F^0
d^3 configuration average at contact: 1.666667 F^0
f^2 configuration average at contact: 0.538462 F^0
d^2 3P with sign of f_4 reversed, contact sum: 24/7
correct d^2 triplet means f_2, f_4: -1/14 -1/14
3F wrong row hidden from contact test: 1 -1/7 -2/63
 its table means f_2, f_4: -2/35 -5/63
rows hidden from both tests, 3F: 1 -5/49 -8/147
rows hidden from both tests, 3P: 1 0 -1/9
d^2 error directions left by both tests: 1
model exponent zeta: 3.0 bohr^-1
contact-weighted mean r^-2: 1.6000 bohr^-2
range 0.20 bohr: F2/F0 4.5487, F4/F0 6.6826, 3F 0.12097, 3P 0.37694 F^0
range 0.10 bohr: F2/F0 4.8819, F4/F0 8.3212, 3F 0.03314, 3P 0.11243 F^0
range 0.05 bohr: F2/F0 4.9701, F4/F0 8.8227, 3F 0.00850, 3P 0.02950 F^0
range 0.02 bohr: F2/F0 4.9952, F4/F0 8.9713, 3F 0.00137, 3P 0.00479 F^0
Coulomb F^0, F^2, F^4 (eV): 21.0729, 11.1237, 7.2546
Coulomb d^2 energies: 3F 19.1087 eV, 3P 21.2802 eV
Coulomb 3P - 3F splitting: 2.1714 eV
no test failed
```
